# Mattis-Bardeen absorption at zero temperature in complete elliptic integrals, part 2

We ask how a superconductor's absorption grows with photon energy $w=\hbar\omega$ above the pair-breaking threshold $2\Delta$, where $\Delta$ is the gap. Let $s=\sigma_1/\sigma_n$, with $\sigma_1$ the real part of the conductivity and $\sigma_n$ its normal-state value. The model assumes zero temperature, weak coupling and a weak uniform field $F=-dA/dt$. Assumption A4 takes the density of orbitals and the mean squared current matrix element as constant near the Fermi level. This is the dirty limit $w\ll\hbar/\tau$, with $\tau$ the elastic scattering time.

Put $u=2\Delta/w$, $k=(w-2\Delta)/(w+2\Delta)$ and $q=\sqrt{1-u^2}$. The complete elliptic integrals, by modulus, are
$$K(k)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-k^2\sin^2\theta}},\qquad E(k)=\int_0^{\pi/2}\sqrt{1-k^2\sin^2\theta}\,d\theta.$$

Below $2\Delta$, $s=0$. Above it, three equivalent forms hold:
$$s(w)=\frac1w\int_\Delta^{w-\Delta}\frac{\varepsilon(w-\varepsilon)-\Delta^2}{\sqrt{\varepsilon^2-\Delta^2}\sqrt{(w-\varepsilon)^2-\Delta^2}}\,d\varepsilon. \tag{5}$$
$$s=(1+u)E(k)-2uK(k). \tag{8}$$
$$s=\int_1^\infty\frac{t-\sqrt{t^2-q^2}}{\sqrt{t^2-1}}\,dt. \tag{12}$$
Just above the gap, with $w=2\Delta(1+\eta)$,
$$s\approx\frac1{2\Delta}\,\frac{2\Delta^2\eta}{2\Delta}\,\pi=\frac\pi2\left(\frac{w}{2\Delta}-1\right). \tag{11}$$

The field couples through $-A(t)J$, where $J$ has orbital matrix elements $j_{nm}=-j_{mn}$. An orbital of energy $\xi$ from the Fermi level is empty with amplitude $\alpha$ and doubly occupied with amplitude $\beta$:
$$\alpha^2=\frac12\left(1+\frac{\xi}{\varepsilon}\right),\quad \beta^2=\frac12\left(1-\frac{\xi}{\varepsilon}\right),\quad \alpha\beta=\frac{\Delta}{2\varepsilon},\quad \varepsilon=\sqrt{\xi^2+\Delta^2}. \tag{2}$$
Lemma 2 gives the amplitude of $J$ for creating one up electron in $n$ and one down electron in $m$:
$$j_{nm}(\alpha_n\beta_m-\beta_n\alpha_m). \tag{3}$$
$S(w)$ sums the squares of these amplitudes over pair states of energy $w$, and in volume $V$
$$\sigma_1=\frac{\pi}{\omega V}S(w). \tag{7}$$
Squared amplitudes are summed over the signs of $\xi$ and $\xi'$ (primes denote orbital $m$). With the same constant prefactor $C$, the normal state gives $S_n=2Cw$.

The matrix test of part I diagonalized the pairing Hamiltonian for 600 orbitals spaced by $0.025\Delta$ and compared the summed $S$, divided by its normal-state value, with (5).

### Theorem 2: monotonic growth and the second elliptic form

*Above the gap $s$ rises strictly with $w$, satisfies $0<s<1$, tends to 1 as $w/\Delta\to\infty$, and equals*
$$s=\int_0^q pK(p)\,dp=E(q)-u^2K(q). \tag{13}$$

*Proof.* For every $t>1$ the numerator of (12) is zero at $q=0$ and grows with $q$. The integral therefore grows strictly from zero. At $q=1$ it is elementary:
$$\int_1^\infty\left(\frac{t}{\sqrt{t^2-1}}-1\right)dt=\left[\sqrt{t^2-1}-t\right]_1^\infty=0-(-1)=1 .$$
The integrand at $q=1$ is integrable and bounds the integrand at every smaller $q$, so the limit $q\to1$ may be taken inside and gives 1.

The derivative of the numerator with respect to $q$ is $q/\sqrt{t^2-q^2}$. For $q\le q_0<1$ the resulting integrand is bounded by the integrable function $q_0/\sqrt{(t^2-q_0^2)(t^2-1)}$, so differentiation inside the integral is allowed. With $t=1/\sin\theta$,
$$\frac{ds}{dq}=q\int_1^\infty\frac{dt}{\sqrt{t^2-q^2}\sqrt{t^2-1}}=q\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-q^2\sin^2\theta}}=qK(q). \tag{14}$$
The second step uses $|dt|=\cos\theta\,d\theta/\sin^2\theta$, $\sqrt{t^2-1}=\cos\theta/\sin\theta$ and $\sqrt{t^2-q^2}=\sqrt{1-q^2\sin^2\theta}/\sin\theta$. Since $s=0$ at $q=0$, the first equality of (13) follows.

To evaluate it, insert the definition of $K(p)$ and integrate over $p$ first. With $Q=\sqrt{1-q^2\sin^2\theta}$,
$$s=\int_0^{\pi/2}\frac{1-Q}{\sin^2\theta}\,d\theta .$$
Integrate by parts with $1/\sin^2\theta=d(-\cot\theta)/d\theta$. The boundary term vanishes at $\pi/2$, where $\cot\theta=0$, and at 0, where $1-Q$ is of order $\theta^2$. Since $d(1-Q)/d\theta=q^2\sin\theta\cos\theta/Q$,
$$s=\int_0^{\pi/2}\frac{q^2\cos^2\theta}{Q}\,d\theta .$$
Finally $q^2\cos^2\theta=q^2-q^2\sin^2\theta=Q^2-(1-q^2)$, and $1-q^2=u^2$. $\square$

Both elliptic forms were compared with direct quadrature of (5) at eight photon energies from $2.01\Delta$ to $60\Delta$. The largest deviation of $s$ was below $10^{-15}$. A numerical derivative of (5) at $q=0.7$ gives 1.29199, the same as $qK(q)$.

### Proposition 1: the high-frequency law

*For $u\to0$ within the dirty limit,*
$$s=1-\frac{u^2}{2}\left(\ln\frac4u+\frac12\right)+O\!\left(u^3\ln\frac1u\right). \tag{15}$$

*Proof.* Since $s=1$ at $q=1$, (13) gives $1-s=\int_q^1pK(p)dp$. With $v=\sqrt{1-p^2}$, $p\,dp=-v\,dv$ and
$$1-s=\int_0^u v\,K\!\left(\sqrt{1-v^2}\right)dv. \tag{16}$$
The behaviour of $K$ at small $v$ is needed. In its definition replace $\theta$ by $\pi/2-\theta$ and put $z=\tan\theta$, which gives
$$K\!\left(\sqrt{1-v^2}\right)=\int_0^\infty\frac{dz}{\sqrt{(1+z^2)(z^2+v^2)}}. \tag{17}$$
The substitution $z\to v/z$ leaves the integrand and measure unchanged and exchanges the ranges below and above $\sqrt v$. The integral is thus twice its part from 0 to $\sqrt v$. There $1/\sqrt{1+z^2}$ lies between $1/\sqrt{1+v}$ and 1, so up to a relative error of order $v$
$$K\approx2\int_0^{\sqrt v}\frac{dz}{\sqrt{z^2+v^2}}=2\,\mathrm{arsinh}\frac1{\sqrt v}=\ln\frac1v+2\ln\left(1+\sqrt{1+v}\right).$$
This is $\ln(4/v)+O(v\ln(1/v))$. In (16) the leading part is $\int_0^uv\ln(4/v)dv=\frac{u^2}{2}\ln\frac4u+\frac{u^2}{4}$. $\square$

At $w=200\Delta$ quadrature of (5) gives $1-s=3.2458\times10^{-4}$, and (15) gives $3.2457\times10^{-4}$. In terms of the photon energy the deficit is $(2\Delta^2/w^2)[\ln(2w/\Delta)+\frac12]$. Far above the gap the metal therefore absorbs nearly as if it were normal. The word "high" has an upper bound: once $w$ approaches $\hbar/\tau$, $\sigma_n$ itself falls and A4 fails.

### Proposition 2: where the missing absorption goes

*If $\Delta\ll\hbar/\tau$, then*
$$\int_0^\infty(1-s)\,dw=\frac{\pi^2}{2}\Delta,\qquad \frac{\sigma_2}{\sigma_n}\to\frac{\pi\Delta}{w}\quad(w\to0), \tag{18}$$
*where $\sigma_2$ is the imaginary part of the conductivity for time dependence $e^{-i\omega t}$.*

*Proof.* Integrate by parts. By (15), $w(1-s)$ vanishes at infinity, and the area is $\int w\,ds$. With $w=2\Delta/\sqrt{1-q^2}$, $ds=qK(q)dq$ and $v=\sqrt{1-q^2}$, it becomes $2\Delta\int_0^1K(\sqrt{1-v^2})\,dv$. Insert (17) and integrate over $v$ first, using $\int_0^1dv/\sqrt{z^2+v^2}=\mathrm{arsinh}(1/z)$. With $z=1/\sinh g$ the remaining integral is
$$\int_0^\infty\frac{g\,dg}{\sinh g}=2\sum_{n=0}^\infty\int_0^\infty g\,e^{-(2n+1)g}dg=2\sum_{n=0}^\infty\frac1{(2n+1)^2}=\frac{\pi^2}{4}.$$
This proves the first statement.

In a static potential $A$ the current density is $-DA$. The quadratic term of the Hamiltonian contributes $ne^2/m$ to $D$, with $n$ the electron density. Second-order perturbation theory subtracts $(2/V)\int S\,dw/w$, which by $S=\omega V\sigma_1/\pi$ equals $(2/\pi\hbar)\int\sigma_1dw$. The normal metal carries no static supercurrent, so there the two parts cancel. The first part is the same in both states, and hence
$$D=\frac{2}{\pi\hbar}\int_0^\infty(\sigma_n-\sigma_1)\,dw=\frac{\pi\Delta\sigma_n}{\hbar}.$$
At low frequency $F=i\omega A$, so the conductivity is $iD/\omega$. $\square$

If the field is switched on slowly, $\omega$ is replaced by $\omega+i0$, and $iD/(\omega+i0)$ has the real part $\pi D\,\delta(\omega)$. Half of its weight, $\pi D/2$, belongs to $\omega\ge0$ and equals the missing area $\int(\sigma_n-\sigma_1)\,d\omega$. The absorption removed from finite frequencies thus reappears as a delta function at $\omega=0$. For this reason the statement that $\sigma_1$ vanishes below $2\Delta$ excludes zero frequency. The current $-DA$ also screens a magnetic field over the depth $\lambda=1/\sqrt{\mu_0D}$.

### Remark: finite temperature

At temperature $T$, with Fermi function $f$ and with $\Delta$ now the gap at that temperature, pair creation in (5) acquires the factor $1-f(\varepsilon)-f(w-\varepsilon)$. Existing quasiparticles can also absorb. Repeating Lemma 2 for an electron that moves from $m$ to $n$ gives the amplitude $j_{nm}(\alpha_n\alpha_m+\beta_n\beta_m)$, so the interference is now constructive. The sign sum gives $2(1+\Delta^2/\varepsilon\varepsilon')$, the two spins double it, and division by $2w$ yields the extra term
$$\frac2w\int_\Delta^\infty\frac{[f(\varepsilon)-f(\varepsilon+w)]\,[\varepsilon(\varepsilon+w)+\Delta^2]}{\sqrt{\varepsilon^2-\Delta^2}\sqrt{(\varepsilon+w)^2-\Delta^2}}\,d\varepsilon. \tag{19}$$
It has no threshold. In the matrix test of part I, repeated at $k_BT=0.5\Delta$ and summed up to $1.5125\Delta$, the matrix gives 0.3766 and (19) gives 0.3767.

### Example: a thin superconducting line

Take $\Delta=2.2$ meV, a critical temperature of 14 K, a normal resistivity of 150 µΩ cm and a thickness of 50 nm. The normal conductivity is $1/(150\times10^{-6})=6667$ S/cm. Absorption begins at $2\Delta=4.40$ meV, or 1.064 THz.

At 1.5 THz the photon energy is 6.204 meV, so $u=0.7093$ and $k=1.804/10.604=0.1701$. With $K(k)=1.5823$ and $E(k)=1.5594$, (8) gives
$$s=1.7093\times1.5594-1.4186\times1.5823=2.6655-2.2447=0.421,$$
and $\sigma_1\approx2800$ S/cm. Half the normal value is reached at 1.64 THz and nine tenths at 4.3 THz. At 5 THz the full result is 0.9220, and (15) gives 0.9223. Just above the gap, at 1.1 THz, the linear law (11) gives 0.053 and the full result is 0.051. These ratios compare absorption at equal local electric field. At equal current the loss is proportional to $\sigma_1/(\sigma_1^2+\sigma_2^2)$ and so also depends on $\sigma_2$. At 1.5 THz $\sigma_2/\sigma_n$ is 0.43, and the loss at equal current is 1.17 times that of the normal metal.

### The model beside a real film

The inputs are rough typical values for sputtered niobium titanium nitride, and films differ. Free-electron estimates with $10^{29}$ electrons per m³ give $\hbar/\tau=2.8$ eV and $\omega\tau=0.007$ at 5 THz, so the dirty limit holds well. The depth $\lambda$ is about 340 nm, and the film is 0.15 of it thick, which supports a nearly uniform field through the thickness. Across the width of a line with no ground plane nearby, the supercurrent is nearly even if the line is much narrower than $2\lambda^2/d\approx4.5$ µm, with $d$ the thickness. These are low-frequency figures. In general the depth is $1/\sqrt{\mu_0\omega|\sigma|}$, with $|\sigma|=\sqrt{\sigma_1^2+\sigma_2^2}$. At 5 THz it is about 200 nm, the film is 0.25 of it thick, and the width scale shrinks to 1.65 µm. Below the gap a real line still absorbs. At 4.2 K and 0.3 THz, $s$ is 0.0085 instead of zero. At lower frequencies (19) gives larger values, 0.026 at 0.1 THz and 0.15 at 1 GHz. These again refer to equal field. At equal current the order is reversed. Because $\sigma_2$ grows as $1/\omega$ toward low frequency, the loss falls as the frequency is lowered, from about $3\times10^{-4}$ of the normal-metal value at 0.3 THz to $5\times10^{-8}$ at 1 GHz. An assumed smearing of the gap edge, made by giving $\varepsilon$ an imaginary part of $0.01\Delta$ in the densities of states, produces $s=0.00014$ at 0.3 THz and zero temperature. With the same smearing this loss grows to 0.018 at 1 THz, because a photon of energy above $\Delta$ can link a state at or beyond the gap edge with a smeared state inside the gap. At 1.5 THz both effects are small: the value 0.421 becomes 0.424 with temperature and 0.426 with smearing. The gap itself matters more. The chosen $2\Delta/k_BT_c$ is 3.65, against 3.53 in weak coupling. Inferring the gap from the critical temperature by the weak-coupling ratio would give 0.451 at 1.5 THz, about 7% higher. Strong disorder is measured by $1/(k_Fl)^2\approx0.03$, with $k_F$ the Fermi wave number and $l$ the mean free path. This is an order of size and not a computed correction. At 5 THz the photon energy is 0.69 of an assumed phonon energy of 30 meV, so a constant gap and purely elastic scattering become doubtful there.

For a line with these parameters, driven weakly at 4.2 K, the model supports a limited design rule. Signal components should stay below about 1 THz if pair breaking is to be avoided, and the loss that remains there must be estimated from (19) and from the states inside the gap of the actual film. If the gap edge is smeared as assumed above, the extra loss sets in near $w=\Delta$, or 0.53 THz, half the threshold. It is 0.0005 at 0.5 THz and 0.008 at 0.6 THz, where the thermal value is 0.0035, and at 1 THz it doubles when the smearing is doubled. The numerical output below lists the remaining values.

## Computed values

```
Tests (energies in units of the gap)
absorption below w=3.0125: matrix 0.1658, integral 0.1657
absorption below w=6.0125: matrix 0.5851, integral 0.5853
thermal, kT=0.5, w<1.5125: matrix 0.3766, integral 0.3767
first elliptic form: largest deviation from definition 4.4e-16
second elliptic form: largest deviation from definition 2.2e-16
monotone integral: largest deviation from definition 3.6e-14
ds/dq at q=0.7: numerical 1.29199, q K(q) 1.29199
onset slope 1.5706, pi/2 = 1.5708
jump at gap, density of states only 0.7854, pi/4 = 0.7854
jump at gap, opposite coherence sign 1.5707
1-s at w=200: definition 3.2458e-04, law 3.2457e-04
w sigma2/sigma_n at w=0.001: 3.14159, pi = 3.14159
missing area 4.93480, condensate weight 4.93480
Example (rough typical inputs)
gap 2.2 meV, Tc 14.0 K, temperature of use 4.2 K
resistivity 150.0 uohm cm, thickness 50.0 nm
normal conductivity 6667 S/cm
threshold 2 gap = 4.40 meV = 1.0639 THz
f(THz) hf(meV)   u       k       K(k)    E(k)    s       sigma1(S/cm)
1.1      4.549  0.9672  0.0167  1.5709  1.5707  0.0511  341
1.5      6.204  0.7093  0.1701  1.5823  1.5594  0.4208  2805
2.0      8.271  0.5320  0.3055  1.6095  1.5335  0.6368  4246
3.0     12.407  0.3546  0.4764  1.6735  1.4775  0.8145  5430
5.0     20.678  0.2128  0.6491  1.7926  1.3892  0.9220  6147
s = 0.5 at 1.5445 times threshold = 1.643 THz
s = 0.9 at 4.0647 times threshold = 4.325 THz
high-frequency law at 5 THz: s = 0.9223
Effects left out of the model
gap at 4.2 K / gap at 0 K = 0.99769
0.3 THz: s at 0 K 0.00000, at 4.2 K 0.00847, with 1% smearing 0.00014
1.5 THz: s at 0 K 0.42076, at 4.2 K 0.42353, with 1% smearing 0.42578
2 gap/kTc = 3.647, weak coupling 3.528
s at 1.5 THz with the weak-coupling gap for this Tc: 0.4510
electron density 1e+29 m^-3, scattering time 0.237 fs
hbar/tau = 2.78 eV, gap*tau/hbar = 7.9e-04
omega*tau at 5 THz = 7.4e-03
mean free path 0.39 nm, kF*l = 5.65, 1/(kF*l)^2 = 0.031
phonon energy 30.0 meV; photon/phonon at 5 THz = 0.69
penetration depth 337 nm, thickness/depth = 0.148
```
